# The moire period of a misfitting and twisted epitaxial layer, part 1

(Sections cited here and not found follow in the second part.)

## First half: the geometry of the pattern

Q: You lay a crystalline film on a crystalline substrate, with a slightly different lattice constant and a slight rotation. People then speak of "the moire period". But two such lattices need not share any translation at all. What is supposed to repeat?

A: The local offset between the layers repeats: where a film atom sits within the substrate cell beneath it. Near one place the film atoms sit on top of substrate atoms, some way off they sit over hollows, and further on they are on top again. That can recur even if no atom of one layer ever returns to an equivalent position over the other.

Q: Then define the offset, so that there is something to calculate.

A: First the lattices. The substrate has primitive vectors $\mathbf a_1,\mathbf a_2$, and $\boldsymbol\ell$ stands for any integer combination of them. For a triangular or square lattice both have length $a$. The film is the same lattice enlarged by a factor $1+d$, with $d>-1$, and turned by an angle $r$, counted positive anticlockwise. With $R(r)$ the rotation matrix, the film sites are

$$\mathbf x=M\boldsymbol\ell+\mathbf s,\qquad M=(1+d)R(r),$$

where $\mathbf s$ is a rigid shift. I assume that both layers are flat, uniform and unrelaxed, and that the misfit is the same in all directions.

The film atom labelled $\boldsymbol\ell$ sits at $\mathbf x$. Its place in the substrate cell is $\mathbf x$ up to a substrate vector, so I may subtract $\boldsymbol\ell$ without changing the place. Since $\boldsymbol\ell=M^{-1}(\mathbf x-\mathbf s)$, this gives

$$\mathbf u(\mathbf x)=\mathbf x-M^{-1}\mathbf x+M^{-1}\mathbf s .$$

When $M$ is close to the identity this field varies slowly from one film atom to the next. It is the offset we need, and two values of it that differ by a substrate vector describe the same local stacking.

Q: The shift $\mathbf s$ is unknown in practice. Does it spoil the period?

A: No. It adds the constant $M^{-1}\mathbf s$ to $\mathbf u$, which moves the whole pattern sideways. A period is found from differences of $\mathbf u$, and there the constant cancels.

Q: So write the condition for a repeat.

A: Moving by $\mathbf L$ must change the offset by a substrate vector. It is enough to ask for the two primitive ones:

$$\mathbf u(\mathbf x+\mathbf L_i)-\mathbf u(\mathbf x)=(I-M^{-1})\mathbf L_i=\mathbf a_i,\qquad i=1,2 .$$

The equation is linear, so integer combinations of $\mathbf L_1$ and $\mathbf L_2$ produce all the other substrate vectors. The repeats of the offset therefore form a lattice, the moire lattice.

Q: You have to invert $I-M^{-1}$. Can you be sure that an inverse exists?

A: Complex numbers make that plain. Write a vector $(x,y)$ as $z=x+iy$. A rotation by $r$ is then multiplication by $e^{ir}$, and $M^{-1}$, which shrinks by $1+d$ and turns back by $r$, is multiplication by $e^{-ir}/(1+d)$. The condition becomes

$$\left(1-\frac{e^{-ir}}{1+d}\right)L_i=a_i ,$$

with $L_i$ and $a_i$ now complex numbers. The bracket vanishes if $e^{-ir}=1+d$. The right side is real and positive and the left side has modulus one, so this requires $d=0$ and $r=0$ up to full turns. The two layers are then identical, the offset is uniform and there is no moire. In every other case

$$L_i=\frac{(1+d)\,a_i}{1+d-e^{-ir}} .$$

Q: And the length?

A: Take the modulus. The factor $1+d$ is positive, so it comes out unchanged. With $e^{-ir}=\cos r-i\sin r$, the denominator is $(1+d-\cos r)+i\sin r$, and its squared modulus is

$$(1+d-\cos r)^2+\sin^2 r=(1+d)^2-2(1+d)\cos r+\cos^2r+\sin^2r .$$

The last two terms add to one. Now put $\cos r=1-(1-\cos r)$ in the middle term:

$$(1+d)^2-2(1+d)+1+2(1+d)(1-\cos r)=d^2+2(1+d)(1-\cos r),$$

because the first three terms are the square of $(1+d)-1=d$. Call this quantity $D$. For lattice constant $a$ the moire constant is

$$L=\frac{a(1+d)}{\sqrt{D}}=\frac{a(1+d)}{\sqrt{2(1+d)(1-\cos r)+d^2}} .$$

Q: That is the length of one vector. Why should the pattern have the same shape as the substrate lattice?

A: Both $L_1$ and $L_2$ come from $a_1$ and $a_2$ by the same complex factor. Multiplying by one complex number stretches and turns all vectors alike, so lengths keep their ratios and angles are kept. A triangular substrate gives a triangular moire, a square one a square moire, and an oblique cell an oblique one of the same shape. The common turn is minus the argument of the denominator:

$$\varphi=-\operatorname{atan2}(\sin r,\;1+d-\cos r),$$

where $\operatorname{atan2}(y,x)$ is the polar angle of the point $(x,y)$.

The oblique case was tested by solving the matrix equation for a cell with primitive vectors $(0.30,0)$ and $(0.11,0.47)$ nm. The pairs $(d,r)$ were $(0.03,0.02)$, $(-0.05,0.08)$ and $(0,-0.04)$, with $r$ in radians. Both moire vectors agreed with the stretch and turn above to better than one part in $10^8$ of their length.

Q: A microscope or a diffraction pattern doesn't see $\mathbf u$. It sees a contrast. Does that have the same period?

A: Suppose that the contrast at a film atom depends on its local stacking, through some function $h(\mathbf u)$. This function has the period of the substrate, so it is a sum over substrate reciprocal vectors $\mathbf G$ of terms $h_{\mathbf G}e^{i\mathbf G\cdot\mathbf u}$. Inserting $\mathbf u(\mathbf x)$ gives waves in $\mathbf x$ with wave vectors

$$\mathbf g=(I-M^{-1})^{T}\mathbf G=\mathbf G-\mathbf G',\qquad \mathbf G'=M^{-T}\mathbf G .$$

The vector $\mathbf G'$ belongs to the film, since $\mathbf G'\cdot M\boldsymbol\ell=\mathbf G\cdot\boldsymbol\ell$ is a multiple of $2\pi$. The moire wave vector is thus the difference of corresponding reciprocal vectors of the two layers.

A rotation matrix equals its own inverse transpose, so $M^{-T}=R(r)/(1+d)$ and

$$|\mathbf g|=|\mathbf G|\left|1-\frac{e^{ir}}{1+d}\right|=|\mathbf G|\frac{\sqrt D}{1+d}=|\mathbf G|\frac{a}{L}.$$

The modulus is the same as before because $e^{ir}$ and $e^{-ir}$ are complex conjugates. Hence $L|\mathbf g|=a|\mathbf G|$, and the reciprocal construction gives the same $L$.

Q: Let me see whether the formula behaves. What if there is misfit but no rotation?

A: With $r=0$ the cosine term vanishes and $L=a(1+d)/|d|$. This length holds $1/|d|$ film spacings and $(1+d)/|d|$ substrate spacings. The two counts differ by one: the layers have slipped past each other by one row.

For a pure twist, $d=0$, use $1-\cos r=2\sin^2(r/2)$. Then $D=4\sin^2(r/2)$ and

$$L=\frac{a}{2|\sin(r/2)|}.$$

The directions differ too. Pure misfit leaves the moire rows parallel to the substrate rows. For a pure twist with $r>0$, the arguments of $\operatorname{atan2}$ are $2\sin(r/2)\cos(r/2)$ and $2\sin^2(r/2)$, so $\varphi=-(90^\circ-r/2)$: the moire vectors stand nearly at right angles to the lattice vectors that produce them.

Q: And with both present, which one wins?

A: Divide $D$ by $a^2(1+d)^2$, which gives $1/L^2$, and recognise the two limits, $L_d$ for pure misfit and $L_r$ for pure twist:

$$\frac1{L^2}=\frac{d^2}{a^2(1+d)^2}+\frac{2(1-\cos r)}{a^2(1+d)}=\frac1{L_d^2}+\frac{1}{(1+d)L_r^2}.$$

The inverse squares add, apart from the factor $1+d$, so for a small misfit the shorter of the two periods has the greater say, unless they are nearly equal. For small angles $1-\cos r\approx r^2/2$, and $D\approx d^2+(1+d)r^2$ with $r$ in radians: a misfit of one per cent counts about as much as a twist of 0.01 rad.

Q: Put in numbers.

A: Take a triangular substrate with $a=0.340$ nm, $d=0.030$ and $r=1.00^\circ$. The film constant is $a(1+d)=0.3502$ nm. The two parts of $D$ are $d^2=9.0000\times10^{-4}$ and $2(1+d)(1-\cos r)=3.1375\times10^{-4}$, together $1.21375\times10^{-3}$, with square root $0.034839$. Therefore

$$L=\frac{0.3502\ \text{nm}}{0.034839}=10.05\ \text{nm}=100.5\ \text{angstrom},$$

or $29.56$ substrate constants. Misfit alone would give $11.67$ nm and twist alone $19.48$ nm.

The turn is $\varphi=-30.06^\circ$. A film rotation of one degree has turned the pattern by thirty, because the ratio of $\sin r$ to $1+d-\cos r$ compares two small numbers, here $0.01745$ and $0.03015$.

Q: All this rests on your smooth field $\mathbf u$. Have you looked at atoms?

A: Yes. For a direct test both lattices were laid out with $a=0.34$ nm, the film filling a disc of radius 50 nm. The distance from each film atom to its nearest substrate atom was recorded, and the strongest long-wave Fourier peak of that distance was located. Nothing in this procedure uses the formula. The periods found were:

- triangular, $d=0.03$, $r=1^\circ$: 10.052 nm;
- triangular, $d=-0.02$, $r=2^\circ$: 8.346 nm;
- triangular, $d=0$, $r=1.5^\circ$: 12.987 nm;
- triangular, $d=0.05$, $r=0$: 7.140 nm;
- square, $d=0.04$, $r=1^\circ$: 8.077 nm.

The formula gives the same values to the digits shown, and the peak directions agree with $\varphi$ within $0.2^\circ$.

Q: I tried a triangular film with $d=0.03$ turned by $59^\circ$. Your formula gives 0.350 nm, about one atomic spacing. That can't be a moire.

A: The angle has to be reduced first. A triangular lattice turned by $60^\circ$ is the same lattice, so a film at $59^\circ$ has the same sites as a film at $-1^\circ$. What differs is the labelling. When I subtracted $\boldsymbol\ell$ from $\mathbf x$, I could have subtracted the rotated label $R(60^\circ)\boldsymbol\ell$, which is also a substrate vector. Both choices give equivalent offsets at the film atoms, but different smooth fields between them. The slowly varying field shows the pattern.

At fixed $d$, $D$ grows with $|r|$ up to $180^\circ$, so among equivalent angles the smallest $|r|$ gives the longest period. That means $|r|\le30^\circ$ for triangular lattices and $|r|\le45^\circ$ for square ones. The atoms agree: the construction above, applied to the film at $59^\circ$, gave 10.052 nm, the value for $-1^\circ$.

Q: Could some quite different pair of reciprocal vectors give a still longer wave?

A: It could. Near $r=0$ and $d=0$, a low-order film vector lies close to its own substrate partner and far from the other low-order ones, so the low-order beats are those in the formula. High-order vectors can come close to one another by accident. Their waves are weak if the contrast is smooth, because $h_{\mathbf G}$ is then small at large $\mathbf G$. For large misfit or twist, other low-order pairs may lie closer, and then $L$ need not be the longest visible period.

Q: Back to my first worry. Is $L$ ever a true common period of the atoms?

A: Sometimes. Let $\mathbf T$ be a translation of both layers. Then $\mathbf T$ and $M^{-1}\mathbf T$ are both substrate vectors, so $(I-M^{-1})\mathbf T$ is one too, and $\mathbf T$ belongs to the moire lattice. Every common translation is thus a moire translation, but the converse fails.

A pure twist with $\cos r=107/109$, or $r=10.993^\circ$, shows it. Here $L^2=a^2/[2(1-\cos r)]=109a^2/4$, so $L=5.2202\,a$. Squared lengths in a triangular lattice are $a^2(m^2+mn+n^2)$ with integers $m,n$, and $109/4$ is not an integer. So $L$ is not a substrate translation. Enumerating the lattice vectors gives $10.4403\,a$ for the shortest common one, twice the moire period.

In our example $L^2/a^2=1.0609/(1.21375\times10^{-3})=874.07$, again not an integer. The offset repeats after 10.05 nm, but the atoms do not.

## Second half: dislocations, strain and lock-in

The symbols carry over. The substrate constant is $a$, the misfit $d$ and the film rotation $r$, reduced by symmetry. The film map is $M=(1+d)R(r)$, and the moire vectors obey $(I-M^{-1})\mathbf L_i=\mathbf a_i$. Their length is $L=a(1+d)/\sqrt D$ with $D=d^2+2(1+d)(1-\cos r)$, and they are turned by $\varphi$ from the substrate vectors. In the example $a=0.340$ nm, $d=0.030$ and $r=1.00^\circ$ give $D=1.21375\times10^{-3}$, $L=10.05$ nm and $\varphi=-30.06^\circ$.

Q: A grower talks about misfit dislocations, not about offsets. Is there a connection, or are these two subjects?

A: The condition for $\mathbf L_i$ is the connection. Walk along $\mathbf L_i$, and the film slips relative to the substrate by one lattice vector $\mathbf a_i$. A dislocation is a line across which the slip changes by a lattice vector, its Burgers vector. So each moire vector crosses a total Burgers content of one $\mathbf a_i$. In the rigid film that slip is spread evenly over the whole period.

Q: Real films relax. The atoms will crowd into the good sites and squeeze the bad regions into narrow lines. Doesn't that change $L$?

A: Not if the mean film lattice stays as it was. Let relaxation add a displacement $\mathbf w(\mathbf x)$ with the period of the moire. It is the same at both ends of $\mathbf L_i$, so the slip from one end to the other is still $\mathbf a_i$. The slip becomes concentrated and the contrast sharper, with the period unchanged. A free film may also change its mean spacing or its mean rotation, however, and that does move $L$. We shall need an energy to find out by how much; below I estimate only the change of spacing.

Q: Before that, what material is your example meant to resemble?

A: The film is in the regime of a Pb(111) monolayer, whose neighbour distance is roughly 0.35 nm. The substrate is a model and stands for no named material. For the estimates below I take rough values for Pb, a modulus of 50 GPa (for strain along one axis with the width held fixed; a layer free to change its thickness is softer) and a thermal expansion of $3\times10^{-5}$ per kelvin. The substrate expansion, $0.5\times10^{-5}$ per kelvin, and the strength of the film's hold on the substrate are assumed. Both expansions are held constant, although that of Pb falls towards zero at low temperature, so the estimate for cooling is too large if the cooling ends near absolute zero. The results describe this model and are not measurements of a Pb layer. One assumption needs a warning at once, that of fixed lattice constants: cooling by 200 K changes the period of this model by about 14 % if the film is free to slide but keeps its rotation.

The moire period of two rigid lattices now follows from their misfit and rotation, and relaxation leaves it unchanged as long as the film's mean lattice stays as it was. It remains to see how temperature, rotation and uneven strain alter the period, and to estimate when the film locks to the substrate and how far relaxation shifts the period if it does not.
